# Winterbottom's equilibrium particle: a Wulff shape cut by the substrate, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The energy, the cut body and a lower bound

A square patch of crystalline film, 200 nm wide and 10 nm thick, lies on a flat substrate. In the model crystal studied below, the particle of lowest energy with the same volume is 49 nm high and 150 nm wide. The distances of its free facets are proportional to their surface energies when they are measured from one common point. That point is not in the particle: it lies 26 nm below the substrate surface. The theorem proved here explains why such a point exists and what sets its depth.

### Setting and sign conventions

The substrate fills $z<0$, and $\hat z$ points away from it. It is flat, rigid and inert. The crystal has a fixed orientation relative to it. A competitor $E$ is a closed, bounded set in $z\ge 0$ with volume $V$, whose boundary consists of finitely many smooth pieces of finite area. Sheets and hairs of zero thickness are excluded: every point of $E$ must be a limit of interior points. It may consist of several islands. Its outward unit normal is $n$.

Three energies per area enter:

- $\gamma(n)$, for the free surface of the crystal, a continuous and positive function of direction;
- $\gamma_i$, for the interface between crystal and substrate;
- $\gamma_s$, for the bare substrate.

Let $A_c$ be the area of contact and $A_0$ the whole area of the substrate. The total energy is

$$
\int_{\rm free}\gamma(n)\,dA+\gamma_iA_c+\gamma_s(A_0-A_c).
$$

The term $\gamma_sA_0$ is the same for all competitors. Subtracting it leaves

$$
F(E)=\int_{\rm free}\gamma(n)\,dA+\omega A_c,\qquad \omega=\gamma_i-\gamma_s. \tag{1}
$$

The difference appears because each unit of contact creates interface and removes bare substrate. It can have either sign. A negative $\omega$ does not mean that an interface has negative energy; it means that the interface costs less than the bare surface it replaces.

Elastic strain, gravity, energy of the contact line and faceting of the substrate are left out. The theorem concerns the lowest energy within this model, not the path by which a film reaches it.

### The contact as one more facet

A short calculation for polyhedra suggests the answer. Number the facets $j$, with the contact included as $j=0$. Let $A_j$ be their areas, $g_j$ their energies per area, with $g_0=\omega$, and $d_j$ their signed distances from a chosen origin, positive along the outward normal. Moving facet $i$ outward by $\delta d_i$ adds a layer of volume $A_i\,\delta d_i$ to first order, so

$$
\frac{\partial V}{\partial d_i}=A_i .
$$

Provided that the displacement neither creates nor removes facets or edges, mixed second derivatives of $V$ agree:

$$
\frac{\partial A_j}{\partial d_i}=\frac{\partial^2V}{\partial d_i\partial d_j}=\frac{\partial A_i}{\partial d_j}.
$$

Multiplying all distances by a factor $t$ multiplies every area by $t^2$. Differentiation with respect to $t$ at $t=1$ gives

$$
\sum_j d_j\frac{\partial A_i}{\partial d_j}=2A_i .
$$

Now try $d_j=\lambda g_j$ with one common factor $\lambda$. The energy $F=\sum_jg_jA_j$ then responds to a displacement as

$$
\frac{\partial F}{\partial d_i}
=\sum_jg_j\frac{\partial A_j}{\partial d_i}
=\frac1\lambda\sum_jd_j\frac{\partial A_i}{\partial d_j}
=\frac{2A_i}{\lambda}
=\frac2\lambda\frac{\partial V}{\partial d_i}. \tag{2}
$$

Thus $F$ is stationary at fixed volume, with Lagrange multiplier $2/\lambda$. Displacing the contact plane in this calculation is harmless: the result can be shifted back so that its base rests on the substrate, and neither areas nor energies change under a shift.

The contact plane therefore belongs at signed distance $\lambda\omega$ from the origin, in the direction $-\hat z$. If $\omega<0$, the plane lies above the origin, and the origin is inside the substrate. Equation (2) shows stationarity for polyhedra. The proof of a minimum among all competitors needs a different argument, which does not use (2).

### The Wulff body and the theorem

Define

$$
W=\{x:\ x\cdot n\le\gamma(n)\ \text{for every unit vector }n\}. \tag{3}
$$

This is the Wulff body. The origin of $x$ is called the Wulff centre. Lengths in $W$ are numerically equal to energies per area; a factor $\lambda$, in nm per (J/m²), later turns them into real lengths. Since $\gamma$ is continuous and positive, it has a positive minimum and a finite maximum on the unit sphere. Hence $W$ contains a ball about the origin and is bounded. As an intersection of closed half-spaces, it is closed and convex.

For a closed, bounded body $B$, the support function

$$
h_B(n)=\max_{x\in B}x\cdot n
$$

is the furthest reach of $B$ in direction $n$. Equation (3) gives $h_W(n)\le\gamma(n)$. The inequality can be strict, for an orientation that does not appear on $W$.

The cut body is

$$
K=W\cap\{z\ge-\omega\}, \tag{4}
$$

and $|K|$ denotes its volume.

**Theorem.** Suppose that

$$
-h_W(\hat z)<\omega<h_W(-\hat z). \tag{5}
$$

Then every competitor of volume $V$ satisfies

$$
F(E)\ge3|K|^{1/3}V^{2/3}. \tag{6}
$$

Equality holds for

$$
E_*=\lambda K+\lambda\omega\hat z,\qquad \lambda=\left(\frac V{|K|}\right)^{1/3}. \tag{7}
$$

The shift in (7) moves the cut from $z=-\lambda\omega$ to $z=0$, and it moves the Wulff centre from the origin to height $\lambda\omega$. The particle is a Wulff shape truncated at the signed distance $\lambda(\gamma_i-\gamma_s)$ from its centre, counted towards the substrate. The theorem states that no competitor has lower energy than $E_*$. The body $E_*$ is itself a competitor when the boundary of $W$ consists of finitely many smooth pieces, as in the examples below; a merely continuous $\gamma$ can also give infinitely many facets, and $E_*$ then still reaches the bound but lies outside the class defined above. It makes no claim that other minimizers are absent; a sideways shift of $E_*$ is plainly another one.

Condition (5) makes the cut a real one. The heights of points in $W$ range from $-h_W(-\hat z)$ to $h_W(\hat z)$, and (5) puts $-\omega$ strictly between these ends. The plane $z=-\omega$ therefore passes through the interior of $W$. The contact has positive area and $K$ has positive volume.

### Lemma 1: comparison with the support function

**Lemma 1.** Under (5), every competitor satisfies

$$
F(E)\ge\int_{\partial E}h_K(n)\,dA. \tag{8}
$$

*Proof.* Since $K$ is part of $W$, a maximum over $K$ cannot exceed one over $W$:

$$
h_K(n)\le h_W(n)\le\gamma(n).
$$

This bounds the integrand on the free surface. On the contact, the outward normal of the particle is $-\hat z$. Every point of $K$ has $-z\le\omega$, so

$$
h_K(-\hat z)=\max_{x\in K}(-z)\le\omega .
$$

This bounds the contact term. Adding the two parts gives (8). $\square$

When $\omega<0$, the origin lies outside $K$ and $h_K(-\hat z)$ is negative. This does no harm. Shifting $K$ by a vector $a$ changes $h_K(n)$ by $a\cdot n$, and the integral in (8) by $a\cdot\int_{\partial E}n\,dA$. That integral vanishes, as the divergence theorem shows when it is applied to constant vector fields. The right side of (8) depends on the shape of $K$ and not on where the origin lies.

### Lemma 2: the lower bound

**Lemma 2.** For every competitor $E$ of volume $V$,

$$
\int_{\partial E}h_K(n)\,dA\ge3|K|^{1/3}V^{2/3}. \tag{9}
$$

*Proof.* The idea is to send $E$ into $K$ by a map that compresses all volumes by the same factor. Use Cartesian coordinates $x_1,x_2,x_3$. Let $a_E(x_1)$ be the area of the section of $E$ at fixed $x_1$, and let $\ell_E(x_1,x_2)$ be the total length of $E$ on the line with fixed $x_1,x_2$. Define $a_K$ and $\ell_K$ in the same way.

The first coordinate $T_1(x_1)$ is chosen so that equal fractions of volume lie below it:

$$
\frac1{|K|}\int_{-\infty}^{T_1}a_K(s)\,ds=\frac1V\int_{-\infty}^{x_1}a_E(s)\,ds .
$$

The second, $T_2(x_1,x_2)$, matches fractions of area within the corresponding sections:

$$
\frac1{a_K(T_1)}\int_{-\infty}^{T_2}\ell_K(T_1,s)\,ds
=\frac1{a_E(x_1)}\int_{-\infty}^{x_2}\ell_E(x_1,s)\,ds .
$$

The third, $T_3(x_1,x_2,x_3)$, matches fractions of length along the corresponding lines. Since $K$ is convex, its line section is one interval, and $T_3$ divides this interval in the same proportion as $x_3$ divides the length of $E$ on its line. By construction, $T=(T_1,T_2,T_3)$ is a point of $K$.

Differentiating the three definitions, each with respect to its own last coordinate, gives at almost every point of $E$

$$
\frac{\partial T_1}{\partial x_1}=\frac{|K|}{V}\frac{a_E}{a_K},\qquad
\frac{\partial T_2}{\partial x_2}=\frac{a_K}{a_E}\frac{\ell_E}{\ell_K},\qquad
\frac{\partial T_3}{\partial x_3}=\frac{\ell_K}{\ell_E},
$$

where the quantities of $K$ are taken at the image point. All three are positive. In their product the section areas and the lengths cancel, which leaves $|K|/V$. The arithmetic mean of three positive numbers is at least their geometric mean, so

$$
\sum_{i=1}^3\frac{\partial T_i}{\partial x_i}\ge3\left(\frac{|K|}V\right)^{1/3}. \tag{10}
$$

Integrating the right side over $E$ multiplies it by $V$ and gives $3|K|^{1/3}V^{2/3}$.

It remains to bound the integral of the left side from above. Take one index $i$ and a line parallel to the $x_i$ axis. Because the boundary has finite area, almost every such line meets $E$ in finitely many intervals. Along the line, $T_i$ is continuous and non-decreasing. It is also the integral of its derivative: the sections of a convex body have sizes bounded away from zero on every range strictly inside their extent, and the end values follow by continuity. Each interval thus contributes $T_i$ at its exit minus $T_i$ at its entrance.

A surface element $dA$ has projected area $|n_i|\,dA$ across the line, with $n_i>0$ at an exit and $n_i<0$ at an entrance. Integrating over all lines and adding the three directions gives

$$
\int_E\sum_i\frac{\partial T_i}{\partial x_i}\,d^3x=\int_{\partial E}T\cdot n\,dA. \tag{11}
$$

On some flat walls the later components of $T$ may jump. On a wall with $n=(\pm1,0,0)$, for example, $T_2$ and $T_3$ need not be defined. They are multiplied by zero there, and any values that complete a point of $K$ may be used. The same holds for $T_3$ on a wall with $n_3=0$. With this choice $T$ lies in $K$ at almost every boundary point, and so $T\cdot n\le h_K(n)$ by the definition of the support function. Equations (10) and (11) now combine to

$$
3|K|^{1/3}V^{2/3}\le\int_{\partial E}T\cdot n\,dA\le\int_{\partial E}h_K(n)\,dA .
$$

This is (9). $\square$

Lemmas 1 and 2 together prove the lower bound (6). Convexity was required of $K$ but not of $E$, so separate islands, holes and overhangs are covered.

## Part II. Attainment, limits and a worked particle

The particle lies in $z\ge0$ and has volume $V$. Its energy is $F=\int_{\rm free}\gamma(n)\,dA+\omega A_c$, with $\omega=\gamma_i-\gamma_s$ and contact area $A_c$. The Wulff body $W$ contains the points with $x\cdot n\le\gamma(n)$ for all $n$; its reach in direction $n$ is $h_W(n)$. The cut body is $K=W\cap\{z\ge-\omega\}$. Part I proved that, for $-h_W(\hat z)<\omega<h_W(-\hat z)$, every competitor has $F\ge3|K|^{1/3}V^{2/3}$. The candidate is $E_*=\lambda K+\lambda\omega\hat z$, with $\lambda^3|K|=V$.

### Lemma 3: the candidate reaches the bound

**Lemma 3.** $F(E_*)=3\lambda^2|K|=3|K|^{1/3}V^{2/3}$.

*Proof.* First take $\lambda=1$, and let $x$ be a boundary point of $K$ that is not on the cut. It is then a boundary point of $W$. Some direction $m$ must satisfy $x\cdot m=\gamma(m)$. Otherwise the continuous function $\gamma(m)-x\cdot m$ would have a positive minimum $\delta$ on the unit sphere, all points within distance $\delta$ of $x$ would belong to $W$, and $x$ would be an interior point.

For this $m$, every $y$ in $W$ obeys $y\cdot m\le\gamma(m)=x\cdot m$. The plane through $x$ with normal $m$ therefore has all of $W$ on one side. A convex surface has a unique plane of this kind, its tangent plane, at almost every point. Hence $m=n$, and

$$
x\cdot n=\gamma(n)
$$

at almost every free point. On the cut, $n=-\hat z$ and $z=-\omega$, so $x\cdot n=\omega$. The energy per area thus equals $x\cdot n$ on the whole boundary, and the divergence theorem gives

$$
\int_{\rm free}\gamma(n)\,dA+\omega A_c=\int_{\partial K}x\cdot n\,dA=\int_K\nabla\cdot x\,d^3x=3|K|. \tag{12}
$$

Scaling by $\lambda$ multiplies areas by $\lambda^2$. The final shift changes neither areas nor normals. Therefore $F(E_*)=3\lambda^2|K|$, and inserting $\lambda=(V/|K|)^{1/3}$ gives the second form. $\square$

Together with the lower bound, Lemma 3 proves the theorem. Equation (12) can be read geometrically: each surface element and the Wulff centre span a cone of signed volume $\tfrac13x\cdot n\,dA$. For $\omega<0$ the cones over the contact count negatively, because the centre lies outside the particle.

The theorem is now proved: when the plane $z=-\omega$ cuts the interior of the Wulff body, no competitor of the same volume has lower energy than the scaled cut body $E_*$. What remains is to see how the energy depends on size and contact, what happens outside this range of $\omega$, and how the construction gives the particle described at the start.
